# Coulomb bound states as levels of a Morse well: test program

```python
# Result under test: with r = r0 exp(x), u = exp(x/2) phi, the radial Coulomb equation
#   -(hbar^2/2mu) u'' + [hbar^2 l(l+1)/(2 mu r^2) - Z e^2/(4 pi eps0 r)] u = E u
# becomes, for E = -hbar^2 kappa^2/(2 mu), xi = ln(kappa r), nu = Z/(kappa a),
#   H_nu phi = -(l+1/2)^2/2 phi,  H_lam = -1/2 d^2/dxi^2 + exp(2 xi)/2 - lam exp(xi).
# Morse levels: eps_v = -(lam-v-1/2)^2/2, 0 <= v < lam-1/2, so nu = n = v+l+1,
#   E_n = -hbar^2 Z^2/(2 mu a^2 n^2), 1/wavelength = R_mu Z^2 (1/nf^2 - 1/ni^2).
# a = 4 pi eps0 hbar^2/(mu e^2), mu reduced mass, A = (d/dxi + exp(xi) - s)/sqrt2, s = lam-1/2.
# Example: hydrogen-like O7+, nuclear mass approximated by 16 u.
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as C
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq
from sympy.physics.hydrogen import R_nl

half = sp.Rational(1, 2)
# ---- change of variable on a trial function (hbar^2/mu = 1, a = 1)
x = sp.symbols('x', real=True)
r, r0, kap, Zs, ls, t = sp.symbols('r r0 kap Zs ls t', positive=True)
trial = sp.exp(-x**2)*sp.cos(x) + x**3
u = sp.sqrt(r/r0)*trial.subs(x, sp.log(r/r0))
radial = (-sp.diff(u, r, 2)/2 + (ls*(ls+1)/(2*r**2) - Zs/r + kap**2/2)*u)*r**2/sp.sqrt(r/r0)
morse = -sp.diff(trial, x, 2)/2 + (kap**2*r0**2*sp.exp(2*x)/2 - Zs*r0*sp.exp(x) + (ls+half)**2/2)*trial
for xv, lv in [(sp.Rational(-7, 5), 0), (sp.Rational(3, 10), 1), (sp.Rational(11, 10), 3)]:
    par = {r0: sp.Rational(7, 3), kap: sp.Rational(5, 11), Zs: 8, ls: lv}
    d = radial.subs(r, r0*sp.exp(xv)).subs(par) - morse.subs(x, xv).subs(par)
    assert abs(sp.N(d, 30)) < 1e-20

# ---- factorisation for an arbitrary function
lam = sp.symbols('lam', real=True)
f = sp.Function('f')(x)
s = lam - half
A = lambda g: (sp.diff(g, x) + (sp.exp(x) - s)*g)/sp.sqrt(2)
Ad = lambda g: (-sp.diff(g, x) + (sp.exp(x) - s)*g)/sp.sqrt(2)
H = lambda L, g: -sp.diff(g, x, 2)/2 + (sp.exp(2*x)/2 - L*sp.exp(x))*g
assert sp.expand(Ad(A(f)) - H(lam, f) - s**2*f/2) == 0
assert sp.expand(A(Ad(f)) - H(lam-1, f) - s**2*f/2) == 0
assert sp.simplify(A(sp.exp(s*x - sp.exp(x)))) == 0

# ---- Morse spectrum by sinc-grid diagonalisation
def sinc_kinetic(n, h):
    k = np.arange(n)[:, None] - np.arange(n)[None, :]
    T = (-1.0)**np.abs(k)/(h*h*np.where(k == 0, 1, k)**2)
    np.fill_diagonal(T, np.pi**2/(6*h*h))
    return T
h = 0.125
xi = np.arange(-70, 4.5, h)
Txi = sinc_kinetic(len(xi), h)
for L, count in [(0.45, 0), (0.75, 1), (3.3, 3), (3.0, 3)]:
    w, vec = eigh(Txi + np.diag(np.exp(2*xi)/2 - L*np.exp(xi)), subset_by_index=[0, 4])
    bound = w[w < 0]
    assert len(bound) == count
    assert np.allclose(bound, [-(L-v-0.5)**2/2 for v in range(count)], atol=1e-8, rtol=0)
    print(f"Morse lam={L}: {len(bound)} bound levels (grid):", " ".join(f"{b:.8f}" for b in bound))
for v in range(3):  # eigenvectors of the last well, lam = 3
    m1 = vec[:, v]**2 @ np.exp(xi)
    m2 = vec[:, v]**2 @ np.exp(2*xi)
    assert abs(m1 - (2 - v + 0.5)) < 1e-7 and abs(m2 - 3*m1) < 1e-7
    print(f"lam=3, v={v}, l={2-v}: <e^xi> = {m1:.6f}, <e^2xi> = {m2:.6f}")

# ---- library hydrogen functions (Z = a = 1): ladder, norms, orthogonality, moments; t = exp(xi)
phi = lambda n, l: sp.sqrt(n*t)*R_nl(n, l, n*t, 1)
norm = lambda g: sp.integrate(sp.expand(g**2/t), (t, 0, sp.oo))
for n in (2, 3, 4):
    for l in range(n):
        p = phi(n, l)
        Ap = (t*sp.diff(p, t) + (t - n + half)*p)/sp.sqrt(2)
        assert abs(sp.N(norm(Ap)/norm(p) - ((n-half)**2 - (l+half)**2)/2)) < 1e-12
        if l < n-1:
            q = [sp.N((Ap/phi(n-1, l)).subs(t, sp.Rational(k, 7)), 30) for k in (2, 9, 23)]
            assert abs(q[0]) > 0.1 and abs(q[0]-q[1]) < 1e-20 and abs(q[0]-q[2]) < 1e-20
        R2 = sp.expand(R_nl(n, l, r, 1)**2)
        assert abs(sp.N(sp.integrate(R2, (r, 0, sp.oo)) - 1/(n**3*(l+half)))) < 1e-12
        assert abs(sp.N(sp.integrate(sp.expand(r*R2), (r, 0, sp.oo)) - sp.Rational(1, n*n))) < 1e-12
overlap = lambda n, l, m, k: sp.N(sp.integrate(sp.expand(R_nl(n, l, r, 1)*R_nl(m, k, r, 1)), (r, 0, sp.oo)))
for l, k in [(0, 1), (0, 2), (1, 2)]:
    assert abs(overlap(3, l, 3, k)) < 1e-12
assert abs(overlap(3, 0, 2, 1)) > 1e-3  # different wells: no orthogonality

# ---- l = 0, nu = 1.5: the decaying solution does not vanish at the origin
mp.mp.dps = 30
W = lambda z: mp.whitw(mp.mpf('1.5'), mp.mpf('0.5'), z)
z0 = mp.mpf('1.3')
assert abs(mp.diff(W, z0, 2) - (0.25 - 1.5/z0)*W(z0)) < 1e-12
W0 = W(mp.mpf('1e-8'))
assert abs(W0 - 1/mp.gamma(-0.5)) < 1e-5 and abs(W(80)) < 1e-12
print(f"l=0, nu=1.5: decaying solution W at z=1e-8 = {float(mp.re(W0)):.6f}")

# ---- worked example, O7+
Z, M = 8, 16*C.atomic_mass
hbar, e, k_e2 = C.hbar, C.e, C.e**2/(4*np.pi*C.epsilon_0)
mu = C.m_e*M/(C.m_e + M)
a = hbar**2/(mu*k_e2)
E_formula = lambda n: -hbar**2*Z**2/(2*mu*a*a*n*n)
R_mu = mu*e**4/(8*C.epsilon_0**2*C.h**3*C.c)
assert abs(R_mu/(C.Rydberg*mu/C.m_e) - 1) < 1e-8

def fd_levels(l, N):  # uniform grid in r, no logarithmic map; eV
    dr = 150*a/Z/N
    rr = dr*np.arange(1, N)
    kin = hbar**2/(2*mu*dr*dr)
    diag = (2*kin + hbar**2*l*(l+1)/(2*mu*rr**2) - Z*k_e2/rr)/e
    return eigh_tridiagonal(diag, -kin/e*np.ones(N-2), eigvals_only=True,
                            select='i', select_range=(0, 3-l))
xg = np.arange(-30, 4.01, h)
Tx = sinc_kinetic(len(xg), h)
def morse_root(v, l, len0):  # E in eV at which level v of the mapped well is -(l+1/2)^2/2
    def miss(E):
        V = -mu*E*e/hbar**2*len0**2*np.exp(2*xg) - mu*Z*k_e2/hbar**2*len0*np.exp(xg)
        return eigh(Tx + np.diag(V), eigvals_only=True, subset_by_index=[v, v])[0] + (l+0.5)**2/2
    return brentq(miss, -3000.0, -20.0, xtol=1e-10, rtol=1e-13)
E_fd, E_mo = {}, {}
for l in range(4):
    lev = (4*fd_levels(l, 15000) - fd_levels(l, 7500))/3  # Richardson
    for v, Ev in enumerate(lev):
        n = v + l + 1
        E_fd[n, l], E_mo[n, l] = Ev, morse_root(v, l, 2e-11)
        assert abs(Ev*e/E_formula(n) - 1) < 1e-6
        assert abs(E_mo[n, l]*e/E_formula(n) - 1) < 1e-8
assert abs(morse_root(1, 1, 5e-11)/E_mo[3, 1] - 1) < 1e-8

print(f"Z = {Z}, M = {M:.6e} kg, m_e = {C.m_e:.8e} kg")
print(f"mu/m_e = {mu/C.m_e:.8f}, mu = {mu:.8e} kg")
print(f"a = {a:.8e} m, a/Z = {a/Z:.8e} m")
print(f"R_mu = {R_mu:.7e} 1/m, Z^2 R_mu = {Z*Z*R_mu:.7e} 1/m")
kappa3 = np.sqrt(-2*mu*E_mo[3, 0]*e)/hbar
nu3 = Z/(kappa3*a)
rg = np.linspace(1e-11, 2e-10, 190001)
Vg = kappa3**2*rg**2/2 - Z*rg/a
assert abs(rg[Vg.argmin()] - nu3**2*a/Z) < 2e-15 and abs(Vg.min() + nu3**2/2) < 1e-8
print(f"n=3 well: kappa = {kappa3:.6e} 1/m, 1/kappa = {1/kappa3:.6e} m, nu = {nu3:.8f}")
print(f"n=3 well: depth D_e = {nu3**2/2:.6f}, minimum at r = {nu3**2*a/Z:.6e} m, xi = {np.log(nu3):.6f}")
print(f"n=3: <1/r> = {Z/(9*a):.6e} 1/m")
for l in range(3):
    print(f"n=3, l={l}: <1/r^2> = {Z*Z/(a*a*27*(l+0.5)):.6e} 1/m^2")
for n in range(1, 5):
    print(f"E_{n} formula = {E_formula(n):.7e} J = {E_formula(n)/e:.5f} eV")
for n, l in sorted(E_fd):
    print(f"n={n} l={l} v={n-l-1}: Morse root {E_mo[n, l]*e:.7e} J, r-grid {E_fd[n, l]*e:.7e} J")
for ni in (3, 4):
    factor = 0.25 - 1/ni**2
    wl = 1/(R_mu*Z*Z*factor)
    dE = (E_fd[ni, 0] - E_fd[2, 1])*e
    assert abs(C.h*C.c/dE/wl - 1) < 1e-5
    print(f"{ni}->2: factor = {factor:.6f}, photon = {C.h*C.c/wl:.6e} J = {C.h*C.c/wl/e:.4f} eV")
    print(f"{ni}->2: wavelength = {wl:.6e} m (r-grid {C.h*C.c/dE:.6e} m)")
limit = 4/(R_mu*Z*Z)
assert abs(C.h*C.c/(-E_fd[2, 0]*e)/limit - 1) < 1e-6
print(f"series limit n->2: wavelength = {limit:.6e} m")
mu_alt = C.m_e*1.001*M/(C.m_e + 1.001*M)
print(f"relative change of E_n for 0.1% change of M = {mu_alt/mu - 1:.2e}")
print(f"(Z alpha)^2 = {(Z*C.fine_structure)**2:.3e}")
print("ALL CHECKS PASSED")
```

It prints:

```
Morse lam=0.45: 0 bound levels (grid): 
Morse lam=0.75: 1 bound levels (grid): -0.03125000
Morse lam=3.3: 3 bound levels (grid): -3.92000000 -1.62000000 -0.32000000
Morse lam=3.0: 3 bound levels (grid): -3.12500000 -1.12500000 -0.12500000
lam=3, v=0, l=2: <e^xi> = 2.500000, <e^2xi> = 7.500000
lam=3, v=1, l=1: <e^xi> = 1.500000, <e^2xi> = 4.500000
lam=3, v=2, l=0: <e^xi> = 0.500000, <e^2xi> = 1.500000
l=0, nu=1.5: decaying solution W at z=1e-8 = -0.282095
Z = 8, M = 2.656863e-26 kg, m_e = 9.10938371e-31 kg
mu/m_e = 0.99996571, mu = 9.10907140e-31 kg
a = 5.29195354e-11 m, a/Z = 6.61494193e-12 m
R_mu = 1.0973355e+07 1/m, Z^2 R_mu = 7.0229474e+08 1/m
n=3 well: kappa = 5.039097e+10 1/m, 1/kappa = 1.984483e-11 m, nu = 3.00000000
n=3 well: depth D_e = 4.500000, minimum at r = 5.953448e-11 m, xi = 1.098612
n=3: <1/r> = 1.679699e+10 1/m
n=3, l=0: <1/r^2> = 1.692833e+21 1/m^2
n=3, l=1: <1/r^2> = 5.642777e+20 1/m^2
n=3, l=2: <1/r^2> = 3.385666e+20 1/m^2
E_1 formula = -1.3950705e-16 J = -870.73451 eV
E_2 formula = -3.4876762e-17 J = -217.68363 eV
E_3 formula = -1.5500783e-17 J = -96.74828 eV
E_4 formula = -8.7191905e-18 J = -54.42091 eV
n=1 l=0 v=0: Morse root -1.3950705e-16 J, r-grid -1.3950705e-16 J
n=2 l=0 v=1: Morse root -3.4876762e-17 J, r-grid -3.4876762e-17 J
n=2 l=1 v=0: Morse root -3.4876762e-17 J, r-grid -3.4876762e-17 J
n=3 l=0 v=2: Morse root -1.5500783e-17 J, r-grid -1.5500783e-17 J
n=3 l=1 v=1: Morse root -1.5500783e-17 J, r-grid -1.5500783e-17 J
n=3 l=2 v=0: Morse root -1.5500783e-17 J, r-grid -1.5500783e-17 J
n=4 l=0 v=3: Morse root -8.7191905e-18 J, r-grid -8.7191905e-18 J
n=4 l=1 v=2: Morse root -8.7191905e-18 J, r-grid -8.7191905e-18 J
n=4 l=2 v=1: Morse root -8.7191905e-18 J, r-grid -8.7191905e-18 J
n=4 l=3 v=0: Morse root -8.7191905e-18 J, r-grid -8.7191905e-18 J
3->2: factor = 0.138889, photon = 1.937598e-17 J = 120.9353 eV
3->2: wavelength = 1.025211e-08 m (r-grid 1.025211e-08 m)
4->2: factor = 0.187500, photon = 2.615757e-17 J = 163.2627 eV
4->2: wavelength = 7.594152e-09 m (r-grid 7.594152e-09 m)
series limit n->2: wavelength = 5.695614e-09 m
relative change of E_n for 0.1% change of M = 3.43e-08
(Z alpha)^2 = 3.408e-03
ALL CHECKS PASSED
```
